# Sharp-Front Infiltration of a Polymer with Irreversible Traps: test program

```python
"""
Sharp-front infiltration of a polymer with irreversible traps.

Result under test: the depth is s0 = sqrt(2 D c t / N), to leading order in c/N
during the dose, and exactly after a complete purge when trapping is fast.
With a finite trapping constant k the retained amount divided by N is
    sqrt(s0^2 - 2 l^2 (1 - exp(-k c t))),   l = sqrt(D/(k N)).

D: diffusivity of dissolved precursor     c: dissolved concentration at surface
N: trap density                           n: trapped concentration
t: dose time                              k: second-order trapping constant
Lengths are in nm, times in s, concentrations in nm^-3.
The reference side solves the diffusion-trapping equations by finite volumes.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import erf

# Round model parameters, roughly typical of the regime
D_cm2 = 1e-10
D = D_cm2 * 1e14
N = 1.0
c_surface = 0.03
k_trap = 100.0
t_dose = 100.0
film = 500.0
temperature = 363.0
pressure_torr = 1.0
swelling_volume = 0.12      # nm^3 added per trapped precursor, assumed
slowing = 10.0              # assumed drop of D in the filled polymer


def infiltrate(segments, k, length, cells, extra_resistance=0.0):
    """Integrate through (surface concentration, duration) segments.

    The local diffusivity is D / (1 + extra_resistance * n / N).
    Returns cell centres, cell width and (dissolved, trapped) per segment.
    """
    h = length / cells
    x = (np.arange(cells) + 0.5) * h
    y = np.zeros(2 * cells)
    states = []
    for surface, duration in segments:
        def rate(_, state):
            c, n = state[0::2], state[1::2]
            r = 1 + extra_resistance * n / N
            flux = np.zeros(cells + 1)
            flux[0] = 2 * D * (surface - c[0]) / (h * r[0])
            flux[1:-1] = 2 * D * (c[:-1] - c[1:]) / (h * (r[:-1] + r[1:]))
            trapping = k * c * (N - n)
            out = np.empty_like(state)
            out[0::2] = (flux[:-1] - flux[1:]) / h - trapping
            out[1::2] = trapping
            return out
        sol = solve_ivp(rate, (0, duration), y, method="LSODA",
                        t_eval=[duration], rtol=1e-6, atol=1e-8,
                        lband=3, uband=3)
        assert sol.success
        y = sol.y[:, -1].copy()
        states.append((y[0::2].copy(), y[1::2].copy()))
    return x, h, states


def retained_depth(h, state):
    return h * state[1].sum() / N


def level_position(x, n, level):
    """Position where n/N equals level, interpolated in log n."""
    use = (n / N > 1e-5) & (n / N < 0.99)
    return np.interp(np.log(level), np.log(n[use] / N)[::-1], x[use][::-1])


def sharp_depth(exposure, diffusivity=D):
    return np.sqrt(2 * diffusivity * exposure / N)


def finite_rate_depth(exposure, k):
    lost = 2 * D / (k * N) * (1 - np.exp(-k * exposure))
    return np.sqrt(sharp_depth(exposure) ** 2 - lost)


def front_root(ratio):
    return brentq(lambda q: np.sqrt(np.pi) * q * np.exp(q * q) * erf(q)
                  - ratio, 1e-8, 3)


def exact_level_position(level, exposure, k):
    """Position of a filling level after the purge, by quadrature."""
    u0 = -np.log(1 - level)
    integral = quad(lambda u: 1 / np.sqrt(2 * (u + np.expm1(-u))),
                    u0, k * exposure, limit=200)[0]
    return np.sqrt(D / (k * N)) * integral


exposure = c_surface * t_dose
ratio = c_surface / N
s0 = sharp_depth(exposure)
ell = np.sqrt(D / (k_trap * N))
purge = (0.0, 20.0)

# Example: dose followed by purge
x, h, (dosed, purged) = infiltrate([(c_surface, t_dose), purge],
                                   k_trap, 400.0, 400)
depth_dosed = retained_depth(h, dosed)
depth_purged = retained_depth(h, purged)
lam = front_root(ratio)
depth_moving = 2 * lam * np.sqrt(D * t_dose)
assert abs(depth_dosed / depth_moving - 1) < 5e-3
assert abs(depth_purged / finite_rate_depth(exposure, k_trap) - 1) < 1e-3
assert h * purged[0].sum() < 1e-5 * h * purged[1].sum()
mid_fraction = np.interp(depth_moving / 2, x, dosed[0]) / c_surface
assert abs(mid_fraction - 0.5) < 0.02      # nearly linear dissolved profile

# First moment during the dose and after the purge
moment_dosed = h * np.sum(x * (dosed[0] + dosed[1]))
moment_purged = h * np.sum(x * purged[1])
assert abs(moment_dosed / (D * exposure) - 1) < 1e-3
assert abs(moment_purged / (D * exposure) - 1) < 1e-3

# Shape of the front and its exponential tail
for level in (0.1, 0.5, 0.9):
    assert abs(level_position(x, purged[1], level)
               - exact_level_position(level, exposure, k_trap)) < 0.2
half_position = level_position(x, purged[1], 0.5)
width = (level_position(x, purged[1], 0.1)
         - level_position(x, purged[1], 0.9))
tail = (level_position(x, purged[1], 1e-3)
        - level_position(x, purged[1], 1e-2)) / np.log(10)
assert abs(tail / ell - 1) < 0.02

# Small-ratio expansion of the moving-boundary depth
small = 0.01
slope = (1 - 2 * front_root(small) / np.sqrt(2 * small)) / small
assert abs(slope - 1 / 6) < 2e-3

# Surface concentration equal to trap density, same exposure
t_strong = exposure / N
_, _, (strong_dosed, strong_purged) = infiltrate(
    [(N, t_strong), purge], k_trap, 400.0, 400)
strong_depth = retained_depth(h, strong_dosed)
strong_final = retained_depth(h, strong_purged)
strong_moving = 2 * front_root(1.0) * np.sqrt(D * t_strong)
assert abs(strong_depth / strong_moving - 1) < 0.01
assert strong_depth < 0.9 * s0
assert abs(strong_final / finite_rate_depth(exposure, k_trap) - 1) < 1e-3
assert np.max(np.abs(strong_purged[1] - purged[1])) < 2e-3 * N

# Two unequal pulses with a pause, same total exposure
pulses = [(1.0, 1.0), (0.0, 0.5), (0.5, 4.0), purge]
assert abs(sum(a * b for a, b in pulses) - exposure) < 1e-12
_, _, pulse_states = infiltrate(pulses, k_trap, 400.0, 400)
pulse_difference = np.max(np.abs(pulse_states[-1][1] - purged[1])) / N
assert pulse_difference < 2e-3

# A quarter of the dose time: half the depth, the same front width
_, _, short_states = infiltrate([(c_surface, t_dose / 4), purge],
                                k_trap, 400.0, 400)
short_depth = retained_depth(h, short_states[-1])
short_width = (level_position(x, short_states[-1][1], 0.1)
               - level_position(x, short_states[-1][1], 0.9))
assert abs(short_depth / finite_rate_depth(exposure / 4, k_trap) - 1) < 2e-3
assert abs(short_depth / (s0 / 2) - 1) < 0.01
assert abs(short_width / width - 1) < 0.03

# Slow trapping: diffuse front, where the sharp law must fail
k_slow = 1.0
_, h_slow, slow_states = infiltrate([(c_surface, t_dose), (0.0, 40.0)],
                                    k_slow, 1800.0, 450)
slow_depth = retained_depth(h_slow, slow_states[-1])
assert abs(slow_depth / finite_rate_depth(exposure, k_slow) - 1) < 3e-3
assert slow_depth < 0.9 * s0

# Filled polymer slower than fresh polymer; fast traps keep the front sharp.
# The reaction zone shifts the depth by a fraction of its own width.
k_fast = 2500.0
_, h_fine, blocked_states = infiltrate([(c_surface, t_dose), purge], k_fast,
                                       120.0, 480, slowing - 1)
blocked_depth = retained_depth(h_fine, blocked_states[-1])
blocked_sharp = sharp_depth(exposure, D / slowing)
assert abs(blocked_depth / blocked_sharp - 1) < 0.05

# Swelling in dry-polymer coordinates acts as a longer diffusion path
stretch = 1 + N * swelling_volume
_, _, swollen_states = infiltrate([(c_surface, t_dose), purge], k_trap,
                                  400.0, 400, stretch - 1)
swollen_dry = retained_depth(h, swollen_states[-1])
assert abs(swollen_dry / (s0 / np.sqrt(stretch)) - 1) < 0.01

# Sizes of other neglected effects
kT = const.k * temperature
pressure = pressure_torr * const.torr
gas_density = pressure / kT * 1e-27
wrong_depth = sharp_depth(gas_density * t_dose)
molar_mass = 26.982 + 3 * 12.011 + 9 * 1.008
mass = molar_mass * 1e-3 / const.N_A
impingement = pressure / np.sqrt(2 * np.pi * mass * kT) * 1e-18
demand = N * s0 / (2 * t_dose)
attempt = 1e13
release_barrier = kT / const.e * np.log(attempt * t_dose / 0.01)
fill_time = N * film ** 2 / (2 * D * c_surface)
clear_time = s0 ** 2 / (np.pi ** 2 * D)
assert s0 + 10 * ell < film

print(f"D = {D_cm2:.1e} cm2/s = {D:.0f} nm2/s")
print(f"Dissolved surface concentration c = {c_surface:.3f} nm^-3")
print(f"Trap density N = {N:.2f} nm^-3; c/N = {ratio:.3f}")
print(f"Trapping constant k = {k_trap:.0f} nm3/s")
print(f"Dose time = {t_dose:.0f} s; exposure c*t = {exposure:.2f} s/nm3")
print(f"Temperature = {temperature:.0f} K; pressure = {pressure_torr:.1f} Torr")
print(f"Sharp-front depth s0 = {s0:.1f} nm = {s0 / 1000:.4f} um")
print(f"Moving-boundary root lambda = {lam:.5f}")
print(f"Moving-boundary depth at dose end = {depth_moving:.1f} nm")
print(f"Solver: trapped amount/N at dose end = {depth_dosed:.1f} nm")
print(f"Solver: trapped amount/N after purge = {depth_purged:.1f} nm")
print(f"Finite-rate formula after purge = "
      f"{finite_rate_depth(exposure, k_trap):.1f} nm")
print(f"Dissolved fraction of c at half depth = {mid_fraction:.3f}")
print(f"D*c*t = {D * exposure:.0f} nm^-1")
print(f"Solver: first moment at dose end = {moment_dosed:.0f} nm^-1")
print(f"Solver: first moment after purge = {moment_purged:.0f} nm^-1")
print(f"Trapping length l = {ell:.1f} nm; solver tail = {tail:.2f} nm")
print(f"Half-filled position after purge = {half_position:.1f} nm")
print(f"Front width, 90 to 10 % filled = {width:.1f} nm")
print(f"Relative deficit/(c/N) at c/N=0.01 = {slope:.4f}")
print(f"c/N=1: dose time = {t_strong:.1f} s")
print(f"c/N=1: moving-boundary depth = {strong_moving:.1f} nm")
print(f"c/N=1: solver at dose end = {strong_depth:.1f} nm")
print(f"c/N=1: solver after purge = {strong_final:.1f} nm")
print(f"Two pulses: largest filling difference = {pulse_difference:.1e}")
print(f"Quarter dose: time = {t_dose / 4:.0f} s, depth = {short_depth:.1f} nm")
print(f"Quarter dose: front width = {short_width:.1f} nm")
print(f"Slow traps: k = {k_slow:.1f} nm3/s, "
      f"l = {np.sqrt(D / (k_slow * N)):.0f} nm")
print(f"Slow traps: solver = {slow_depth:.1f} nm, formula = "
      f"{finite_rate_depth(exposure, k_slow):.1f} nm")
print(f"Filled-layer D divided by {slowing:.0f}, k = {k_fast:.0f} nm3/s:")
print(f"  solver = {blocked_depth:.1f} nm, sharp law = {blocked_sharp:.1f} nm")
print(f"Swelling volume per trapped unit = {swelling_volume:.2f} nm3")
print(f"Swelling factor J = {stretch:.2f}")
print(f"  dry depth: solver = {swollen_dry:.1f} nm, "
      f"s0/sqrt(J) = {s0 / np.sqrt(stretch):.1f} nm")
print(f"  swollen depth s0*sqrt(J) = {s0 * np.sqrt(stretch):.1f} nm")
print(f"Ideal-gas density = {gas_density:.2e} nm^-3")
print(f"Dissolved/gas concentration ratio = {c_surface / gas_density:.0f}")
print(f"Wrong depth from gas density = {wrong_depth:.1f} nm")
print(f"Uptake flux at dose end = {demand:.2f} nm^-2 s^-1")
print(f"Gas impingement (monomer) = {impingement:.2e} nm^-2 s^-1")
print(f"Release attempt rate assumed = {attempt:.0e} s^-1")
print(f"Barrier for 1 % release in the dose = {release_barrier:.2f} eV")
print(f"Purge clearing time s0^2/(pi^2 D) = {clear_time:.2f} s")
print(f"Film thickness = {film:.0f} nm; fill time = {fill_time:.0f} s")
print("all good")
```

Output:

```
D = 1.0e-10 cm2/s = 10000 nm2/s
Dissolved surface concentration c = 0.030 nm^-3
Trap density N = 1.00 nm^-3; c/N = 0.030
Trapping constant k = 100 nm3/s
Dose time = 100 s; exposure c*t = 3.00 s/nm3
Temperature = 363 K; pressure = 1.0 Torr
Sharp-front depth s0 = 244.9 nm = 0.2449 um
Moving-boundary root lambda = 0.12187
Moving-boundary depth at dose end = 243.7 nm
Solver: trapped amount/N at dose end = 243.3 nm
Solver: trapped amount/N after purge = 244.5 nm
Finite-rate formula after purge = 244.5 nm
Dissolved fraction of c at half depth = 0.497
D*c*t = 30000 nm^-1
Solver: first moment at dose end = 30000 nm^-1
Solver: first moment after purge = 30000 nm^-1
Trapping length l = 10.0 nm; solver tail = 10.03 nm
Half-filled position after purge = 242.9 nm
Front width, 90 to 10 % filled = 34.5 nm
Relative deficit/(c/N) at c/N=0.01 = 0.1660
c/N=1: dose time = 3.0 s
c/N=1: moving-boundary depth = 214.8 nm
c/N=1: solver at dose end = 214.1 nm
c/N=1: solver after purge = 244.5 nm
Two pulses: largest filling difference = 5.4e-07
Quarter dose: time = 25 s, depth = 121.7 nm
Quarter dose: front width = 34.5 nm
Slow traps: k = 1.0 nm3/s, l = 100 nm
Slow traps: solver = 202.5 nm, formula = 202.5 nm
Filled-layer D divided by 10, k = 2500 nm3/s:
  solver = 78.2 nm, sharp law = 77.5 nm
Swelling volume per trapped unit = 0.12 nm3
Swelling factor J = 1.12
  dry depth: solver = 231.9 nm, s0/sqrt(J) = 231.5 nm
  swollen depth s0*sqrt(J) = 259.2 nm
Ideal-gas density = 2.66e-05 nm^-3
Dissolved/gas concentration ratio = 1128
Wrong depth from gas density = 7.3 nm
Uptake flux at dose end = 1.22 nm^-2 s^-1
Gas impingement (monomer) = 2.17e+06 nm^-2 s^-1
Release attempt rate assumed = 1e+13 s^-1
Barrier for 1 % release in the dose = 1.22 eV
Purge clearing time s0^2/(pi^2 D) = 0.61 s
Film thickness = 500 nm; fill time = 417 s
all good
```
